# Why a Negative Charged-Defect Formation Energy Does Not Mean Unlimited Creation

Take silicon doped with $5.0\times10^{19}$ boron atoms per cm³, at 700 K and in contact with a lithium source. With the parameters used below, an interstitial lithium ion has a formation energy of $-0.157$ eV at the Fermi energy of this crystal. Put into the usual exponential formula, that energy gives $6.8\times10^{23}$ lithium ions per cm³. The crystal has only $5.0\times10^{22}$ interstitial sites per cm³. Anyone who trusts the sign of the energy alone must conclude that lithium floods the crystal and destroys it. In the same model, with charge neutrality imposed, the lithium density is $5.0\times10^{19}$ cm⁻³, one ion per thousand sites.

## The belief and its appeal

The formation energy of a defect in charge state $q$ is

$$E_q(E_F)=E_q(0)+qE_F ,$$

where $E_F$ is the Fermi energy measured from the valence-band top. The constant $E_q(0)$ contains the exchange of atoms with fixed reservoirs. The term $qE_F$ appears because a defect of charge $q$ has given $q$ electrons to a reservoir at energy $E_F$. I treat $E_q$ as a free energy that leaves out only the counting of sites and spins.

The belief is that if $E_q<0$ at the chosen $E_F$, each new defect lowers the free energy, so defects form without end. The first half is true of the first defects, but it need not stay true as more are added. The second half assumes that the thousandth electron, or the $10^{20}$th, still finds a place at the same energy $E_F$. That requires an outside reservoir that holds $E_F$ fixed while the crystal charges up.

A bulk crystal cannot do this. A sphere of radius $R$ with uniform charge density $\rho$ has charge proportional to $\rho R^3$ and Coulomb energy proportional to $(\rho R^3)^2/R=\rho^2R^5$. Divided by the volume, this grows as $\rho^2R^2$. In a large crystal the net charge density must therefore vanish, and $E_F$ is a result of the calculation.

## Counting defects and carriers

Let $\tau=k_BT$, and use atomic units in the algebra. Defects are independent, with at most one per site. Lithium is a donor with two states, Li⁺ and neutral Li. Relative to an empty site, their statistical weights are

$$w_+=e^{-[E_+(0)+E_F]/\tau},\qquad w_0=2e^{-E_0/\tau}.$$

The factor 2 counts the spin of the electron bound to neutral lithium. The two energies are equal at $E_F=\varepsilon(+/0)=E_0-E_+(0)$, the charge-transition level. With $N_s$ sites per volume,

$$c_+=N_s\frac{w_+}{1+w_++w_0},\qquad c_0=N_s\frac{w_0}{1+w_++w_0}.$$

The usual formula $c_+=N_sw_+$ holds when both weights are small. It fails at $E_+<0$, where $w_+>1$. If $E_F$ really were held at its starting value, the full expression would fill 93% of the sites. Site counting thus removes the impossible density, but it does not save the crystal.

The boron density $N_A$ is fixed and every boron atom carries charge $-1$. With $n$ electrons and $p$ holes per volume, neutrality requires

$$Q(E_F)\equiv p-n+c_+-N_A=0 .$$

## Neutrality raises the energy

This equation has one solution. For a site with weights $W_q=g_qe^{-[E_q(0)+qE_F]/\tau}$, where $g_q$ is the state's degeneracy and the empty site is included with $q=0$, the mean charge is $\langle q\rangle=\sum qW_q/\sum W_q$. Since $dW_q/dE_F=-qW_q/\tau$, the quotient rule gives

$$\frac{d\langle q\rangle}{dE_F}=-\frac{1}{\tau}\left(\langle q^2\rangle-\langle q\rangle^2\right)\le 0 .$$

Raising $E_F$ also increases $n$ and decreases $p$, so $Q$ falls strictly. It is positive at very low $E_F$, where holes dominate, and negative at very high $E_F$, where electrons dominate. It crosses zero once.

Before lithium enters, the Fermi energy $E_F^{(0)}$ satisfies $p-n-N_A=0$. With lithium allowed, $Q(E_F^{(0)})=c_+>0$ at that same point. Because $Q$ is decreasing, its zero $E_F^*$ lies higher, and

$$E_+(E_F^*)-E_+(E_F^{(0)})=E_F^*-E_F^{(0)}>0 .$$

For a defect with a single charge state $q<0$, the signs reverse twice. The added charge is negative, $E_F$ moves down, and the change $q\,\Delta E_F$ is again positive.

Whether the final energy is positive is a separate question. It is positive when $E_F^*>-E_+(0)$, which for a decreasing $Q$ means $Q(-E_+(0))>0$. At that Fermi energy $w_+=1$, so the condition reads

$$\frac{N_s}{2+w_0}+p-n>N_A .$$

In the example the first term is about $2.5\times10^{22}$ cm⁻³, some 500 times the boron density, and $n$ is negligible there. The final energy must be positive.

## How much lithium enters

Neutrality gives $c_+=N_A+n-p$. To make this explicit, assume few defects per site, nondegenerate electrons and negligible $p$. For a parabolic band of mass $m$ with its edge at $E_g$,

$$n=2\int\frac{d^3k}{(2\pi)^3}\,e^{-(E_g+k^2/2m-E_F)/\tau}=N_ce^{-(E_g-E_F)/\tau},\qquad N_c=2\left(\frac{m\tau}{2\pi}\right)^{3/2},$$

because the Gaussian integral equals $(2\pi m\tau)^{3/2}$. Multiplying by $c_+=N_se^{-[E_+(0)+E_F]/\tau}$ cancels the Fermi energy:

$$c_+n=K,\qquad K=N_sN_ce^{-[E_+(0)+E_g]/\tau}.$$

The exponent contains the cost of a lithium ion together with its electron in the conduction band, a neutral combination. Inserting $n=c_+-N_A$ gives $c_+^2-N_Ac_+-K=0$, whose positive root is

$$c_+=\frac{N_A}{2}+\sqrt{\frac{N_A^2}{4}+K}.$$

For $N_A\ll2\sqrt K$ the density tends to $\sqrt K$, and boron hardly matters. For $N_A\gg2\sqrt K$, expanding the root gives $c_+\approx N_A+K/N_A$: one ion per boron atom and a small excess.

The final formation energy follows from the ratio $c_+/(N_s-c_+-c_0)=w_+$:

$$E_+(E_F^*)=\tau\ln\frac{N_s-c_+-c_0}{c_+}\approx\tau\ln\frac{N_s}{N_A}\quad\text{(heavy doping)}.$$

In this regime $E_+(0)$ has dropped out. A more favourable lithium source moves $E_F^*$ upwards and leaves the final formation energy nearly unchanged, as long as $2\sqrt K$ stays well below $N_A$. With the parameters below this holds down to about $E_+(0)=-0.3$ eV; at $-0.5$ eV, with $E_0$ lowered equally, the total lithium density is more than twice the boron density.

The low-temperature limit shows the mechanism. While holes remain, the electron of each new lithium atom fills one, at a total cost $E_+(0)+E_F$. With all boron ionized the holes are degenerate at low temperature, so $E_F$ starts inside the valence band (0.04 eV below its top in the example), and the cost rises towards $E_+(0)<0$ as the holes are used up. After $N_A$ atoms per volume the holes are gone. The next electron must stay on its lithium atom, at cost $E_0$, or enter the conduction band, at cost $E_+(0)+E_g$. If both are positive, creation stops at $N_A$.

## The numbers for lithium in silicon

The model takes $E_+(0)=-0.20$ eV, $E_g=1.00$ eV and a donor level 0.033 eV below the conduction band. Then $E_0=-0.20+0.967=0.767$ eV, and the ion with a band electron costs $0.80$ eV. At 700 K, $\tau=0.0603$ eV. The density-of-states masses are 1.1 for electrons and 1.2 for holes, which gives $N_c=1.03\times10^{20}$ cm⁻³ and

$$K=(5.00\times10^{22})(1.03\times10^{20})\,e^{-0.80/0.0603}\approx9.0\times10^{36}\ \text{cm}^{-6}.$$

With $N_A^2/4=6.25\times10^{38}$ cm⁻⁶, the closed formula gives

$$c_+=2.50\times10^{19}+\sqrt{6.34\times10^{38}}\approx5.02\times10^{19}\ \text{cm}^{-3}.$$

The full solution with Fermi–Dirac carriers gives the same value to three digits. The Fermi energy rises from 0.043 to 0.616 eV, and the formation energy rises by the same 0.574 eV, from $-0.157$ to $+0.416$ eV (0.0153 hartree). The estimate $\tau\ln(N_s/N_A)$ gives 0.417 eV.

Changing the boron density with all else fixed shows both limits:

| Boron (cm⁻³) | $E_+$ before (eV) | $E_+$ after (eV) | Total Li (cm⁻³) |
|---|---|---|---|
| 0 | +0.304 | +0.587 | $3.3\times10^{18}$ |
| $10^{18}$ | +0.087 | +0.577 | $3.8\times10^{18}$ |
| $10^{19}$ | −0.053 | +0.509 | $1.11\times10^{19}$ |
| $10^{20}$ | −0.208 | +0.375 | $1.00\times10^{20}$ |

The change of regime lies near $2\sqrt K\approx6\times10^{18}$ cm⁻³. At these densities a negative starting energy is sufficient for lithium to enter and compensate the boron, but it is not necessary. The starting energy should be compared with $\tau\ln(N_s/N_A)$, not with zero: at $5\times10^{19}$ boron atoms per cm³, a source giving a starting energy of $+0.1$ eV still compensates 99% of the boron, and one giving $+0.2$ eV compensates 97%.

The Fermi-energy argument can be tested without using a Fermi energy. Consider a finite crystal with 20,000 sites, 100 fixed acceptors and 400 one-electron states at each band edge. Take $\tau=0.06$, $E_+(0)=-0.2$, a gap of 0.6 and $\varepsilon(+/0)=0.5$, all in eV. Summing over all its neutral configurations gives a mean of 155.07 Li⁺ ions, against 155.22 from the neutrality equation. The relative difference, $1.0\times10^{-3}$, falls to $2.5\times10^{-4}$ when the crystal is made four times larger. At $\tau=0.01$ eV the sum gives 100.000 ions, one per acceptor.

## When creation really does run away

Neutrality restrains charge, so it gives no protection against a neutral defect with $E_0<0$. The weight $w_0$ does not contain $E_F$. If the transition level of the finite crystal is lowered to 0.1 eV at $\tau=0.06$ eV, then $E_0=-0.1$ eV and 91% of the sites fill.

The second exception arises when boron also comes from a reservoir. Its energy is $E_-(0)-E_F$, so the sum $S=E_++E_-$ does not depend on $E_F$. Suppose both species have equally many sites, and neglect carriers and neutral lithium. Neutrality then makes the two occupied fractions equal, hence $E_+=E_-=S/2$, and the fraction is $\theta=1/(1+e^{S/2\tau})$. At 700 K, $S=+0.8$ eV gives $\theta=0.0013$, while $S=-0.2$ eV gives 0.84. So large a fraction lies outside the independent-defect model. It suggests that the host may be unstable, but it neither proves this nor tells which phase would replace it.

## Beside real silicon

Lithium does act as an interstitial donor in silicon, and its compensation of acceptors is used in lithium-drifted radiation detectors. Those start from far more lightly doped material than this example. The gap, masses and donor depth here are rough typical values, while $E_+(0)$ is a model choice standing for some particular lithium source, not fitted to a measured solubility. The sign of the starting energy depends on it: a source that puts $10^{18}$ lithium atoms per cm³ into boron-free silicon gives a starting energy of $-0.02$ eV in the example, and one that puts in $3\times10^{17}$ gives $+0.12$ eV. The factor 2 for neutral lithium is also a simplification. Silicon has six conduction-band valleys, and the donor states built from them differ by much less than $k_BT$ at 700 K, so for an isolated donor a factor near 12 counts the lowest states better. It would add about $1.5\times10^{18}$ cm⁻³ of neutral lithium to every total in the table: almost half of the value without boron, but only 3% at $5\times10^{19}$ boron atoms per cm³. Neither factor is reliable here. The thermal energy exceeds the donor binding, so excited donor states also count, and the donor orbit, about 19 Å for a 0.033 eV level, is comparable to the ion spacing and longer than the Debye length given below, so an isolated bound level may not survive at this doping. The neutral-lithium density is therefore uncertain by more than its own size.

One assumption that fails at this doping is the independence of the ions. Two point charges 2.35 Å apart in a medium of dielectric constant 11.7 attract by 0.52 eV, a crude estimate at so short a distance. With this binding and four such lithium sites around each boron atom, at most one of them occupied, most lithium sits in neutral Li–B pairs and free Li⁺ drops to $1.0\times10^{19}$ cm⁻³. The total hardly moves, because each pair removes one boron charge. With $c_p$ pairs, neutrality reads $p-n+c_+-(N_A-c_p)=0$, so

$$c_++c_p+c_0=N_A+n-p+c_0 .$$

The total is $5.1\times10^{19}$ cm⁻³. Adding a screening shift of $-0.10$ eV per lithium ion and a gap narrowed by 0.10 eV raises it to $6.4\times10^{19}$ cm⁻³, 29% above the boron density (about 45% with the factor 12 for neutral lithium). This is a measure of size only: the Debye length of 6 Å is shorter than the 22 Å ion spacing, so linear screening is unreliable, and pairing and screening partly count the same attraction. If boron is treated as an isolated level 0.045 eV above the valence band, with degeneracy factor 4, the starting energy becomes $-0.096$ eV, still negative.

The model also leaves out lithium silicides. A source rich enough in lithium can convert silicon into such a compound, and neutrality of the dilute solution does not forbid it. Whether that happens is decided by the energies of neutral phases, which a charged-defect line at a chosen Fermi energy does not contain. The numerical output below gives the remaining cases, including 600 and 800 K with the energies held fixed.

## Computed results

```
temperature 700 K; kT 0.0603 eV; gap 1.00 eV
lattice 5.43 angstrom; Li sites 4.997e+22 cm^-3
boron 5.0e+19 cm^-3; masses e 1.1, h 1.2 m_e
band densities Nc 1.032e+20, Nv 1.176e+20 cm^-3
Li+ energy at EF=0: -0.20 eV; donor depth 0.033 eV
neutral Li energy 0.767 eV; level 0.967 eV
Li+ plus band electron: 0.80 eV
START: EF 0.0426 eV; Li+ energy -0.1574 eV
EF held: dilute formula 6.795e+23 cm^-3
EF held: Li+ site fraction 0.9315
NEUTRAL: EF 0.6164 eV; Li+ energy 0.4164 eV = 0.01530 hartree
rise of EF and of Li+ energy 0.5738 eV
Li+ 5.0174e+19, neutral Li 3.000e+17 cm^-3
electrons 1.784e+17, holes 4.291e+15 cm^-3
total Li 5.0474e+19 cm^-3; per site 1.010e-03
kT ln(NS/NA) 0.4166 eV; K 8.965e+36 cm^-6
total Li minus boron 4.741e+17 cm^-3
boron cm^-3 | Li+ energy before, after eV | total Li cm^-3
  0.0e+00 | +0.3039, +0.5868 | 3.2791e+18
  1.0e+17 | +0.2223, +0.5858 | 3.3297e+18
  1.0e+18 | +0.0873, +0.5767 | 3.8230e+18
  1.0e+19 | -0.0532, +0.5089 | 1.1125e+19
  5.0e+19 | -0.1574, +0.4164 | 5.0474e+19
  1.0e+20 | -0.2082, +0.3747 | 1.0038e+20
finite crystal: 20000 sites, 100 acceptors, 400 states per band
  kT 0.06, Li+ -0.2, gap 0.6, level 0.5 eV
  Li+ count: exact sum 155.066, Fermi root 155.220
  relative difference 9.92e-04; fourfold size 2.48e-04
  Li+ count at kT 0.01 eV: 100.00000
  level 0.1 eV (neutral -0.1 eV): filled fraction 0.9142
both from reservoirs, sum +0.8 eV: Li+ fraction 1.318e-03
both from reservoirs, sum -0.2 eV: Li+ fraction 8.397e-01
pair distance 2.351 angstrom; binding 0.523 eV
pairing: free Li+ 9.817e+18, pairs 4.109e+19 cm^-3
pairing: energy 0.5148 eV; total Li 5.1210e+19 cm^-3
Debye length 6.24 angstrom; ion shift -0.099 eV
mean ion spacing 21.5 angstrom
screening: energy 0.4155 eV; total Li 5.1199e+19 cm^-3
gap less 0.10 eV: energy 0.4155 eV; total Li 5.2490e+19 cm^-3
all three: energy 0.4781 eV; total Li 6.4362e+19 cm^-3
isolated boron level 0.045 eV: start Li+ energy -0.0964 eV
boron ionized in final state 0.99969
start EF without degeneracy 0.0516 eV
start EF with hole mass up 20 percent 0.0612 eV
600 K, same energies: 0.3571 eV, 5.0050e+19 cm^-3
800 K, same energies: 0.4746 eV, 5.2582e+19 cm^-3
```
